**Frequency shift of an anharmonic oscillator at leading order**

For V(x) = kx²/2 + gx³/3 + hx⁴/4, the program tests ω/ω₀ − 1 = [3h/(8k) − 5g²/(12k²)]A² + O(A⁴). Here ω₀ = √(k/m), m is the mass and A is the coefficient of cos ωt. It asserts that the Lindstedt series solves the equation of motion through third order, and that the formula agrees with exact orbits for separate and combined cubic and quartic terms. Further assertions cover the harmonics, the cancellation at h = 10g²/(9k), the long-time phase, the first quantum level spacing and the low-temperature thermal average. For the copper-like example the formula gives −0.6562% and the exact orbit −0.6556%. Two coupled modes show cubic shifts of both signs, so the negative sign is a property of a single coordinate at leading order. A 98-atom cluster shows that neighbour motion, held fixed in the example, spreads the surface atom's frequency by about 32%.

## Program and output

```python
"""Amplitude-dependent frequency of an anharmonic oscillator.

Potential: V(x) = k x^2/2 + g x^3/3 + h x^4/4, mass m, omega0 = sqrt(k/m).
Result under test, with A the coefficient of the fundamental cos(omega t):
    omega/omega0 - 1 = [3 h/(8 k) - 5 g^2/(12 k^2)] A^2 + O(A^4).
The g^2 part is negative for one coordinate; coupled modes can differ.
Lengths are in angstrom and energies in eV. Classical orbits use m = 1,
because the relative frequency shift does not depend on the mass.
"""
import numpy as np
import sympy as sp
import mpmath as mp
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.optimize import brentq, newton


def potential(k, g, h):
    """Polynomial coefficients of V, highest power first."""
    return np.array([h / 4, g / 3, k / 2, 0.0, 0.0])


def shift_coefficient(k, g, h):
    return 3 * h / (8 * k) - 5 * g**2 / (12 * k**2)


def orbit(V, energy, points=256):
    """Exact frequency and cosine harmonics 0..3 from the energy integral."""
    shifted = np.array(V, dtype=float)
    shifted[-1] -= energy
    roots = np.roots(shifted)
    real = roots[np.abs(roots.imag) < 1e-9].real
    right, left = real[real > 0].min(), real[real < 0].max()
    quotient = np.polydiv(shifted, np.poly([left, right]))[0]
    theta = 2 * np.pi * np.arange(points) / points
    x = (right + left) / 2 + (right - left) / 2 * np.cos(theta)
    time_rate = 1 / np.sqrt(2 * np.polyval(quotient, x))
    omega = 1 / time_rate.mean()
    phase_rate = omega * time_rate
    c = np.fft.fft(phase_rate)
    n = np.fft.fftfreq(points, 1 / points)
    c[0], n[0] = 0, 1
    phase = theta + np.fft.ifft(c / (1j * n)).real
    harmonics = [np.mean(x * phase_rate)]
    harmonics += [2 * np.mean(x * np.cos(j * phase) * phase_rate)
                  for j in (1, 2, 3)]
    return omega, np.array(harmonics)


def orbit_at_amplitude(V, A):
    guess = V[-3] * A**2
    energy = brentq(lambda e: orbit(V, e)[1][1] - A,
                    0.5 * guess, 2 * guess, xtol=1e-16, rtol=1e-13)
    return orbit(V, energy)


def exact_shift(V, A):
    return orbit_at_amplitude(V, A)[0] / np.sqrt(2 * V[-3]) - 1


# Symbolic check: the series solves the equation of motion to third order.
eps, z, a, w0, alpha, beta = sp.symbols("eps z a w0 alpha beta", nonzero=True)


def cosine(j):
    return (z**j + z**(-j)) / 2


series = (eps * a * cosine(1)
          + eps**2 * alpha * a**2 / w0**2
          * (-sp.Rational(1, 2) + cosine(2) / 6)
          + eps**3 * a**3 * (alpha**2 / (48 * w0**4)
                             + beta / (32 * w0**2)) * cosine(3))
w_series = w0 + eps**2 * a**2 * (3 * beta / (8 * w0)
                                - 5 * alpha**2 / (12 * w0**3))
second_derivative = -z * sp.diff(z * sp.diff(series, z), z)
residual = sp.expand(w_series**2 * second_derivative + w0**2 * series
                     + alpha * series**2 + beta * series**3)
for order in (1, 2, 3):
    assert sp.simplify(residual.coeff(eps, order)) == 0

# Exact orbits against the formula: separate and combined anharmonic terms.
k, g, h = 3.0, -3.0, 1.0
small = 0.02
for g_test, h_test in ((g, 0), (-g, 0), (0, h), (0, -h), (g, h), (2, 3)):
    measured = exact_shift(potential(k, g_test, h_test), small) / small**2
    expected = shift_coefficient(k, g_test, h_test)
    assert abs(measured / expected - 1) < 0.01
    if h_test == 0:
        assert measured < 0

# The first omitted term scales as the fourth power of amplitude.
cubic_V = potential(k, g, 0)
errors = [exact_shift(cubic_V, A) - shift_coefficient(k, g, 0) * A**2
          for A in (0.06, 0.03)]
assert 14 < errors[0] / errors[1] < 18

# At the critical quartic coefficient the two leading shifts cancel.
h_cancel = 10 * g**2 / (9 * k)
cubic_size = 5 * g**2 / (12 * k**2) * small**2
assert abs(exact_shift(potential(k, g, h_cancel), small)) < 0.01 * cubic_size

# Harmonics, including the mean displacement that dominates the cubic shift.
V = potential(k, g, h)
_, harmonic_small = orbit_at_amplitude(V, small)
predicted = [-g * small**2 / (2 * k), g * small**2 / (6 * k),
             small**3 * (g**2 / (48 * k**2) + h / (32 * k))]
assert np.allclose(harmonic_small[[0, 2, 3]], predicted, rtol=0.02, atol=0)

# Worked example: exact motion at the chosen amplitude.
A, temperature, mass_u = 0.15, 400.0, 64.0
omega_exact, harmonic = orbit_at_amplitude(V, A)
relative_exact = omega_exact / np.sqrt(k) - 1
relative_formula = shift_coefficient(k, g, h) * A**2
static_part = g * harmonic[0] / k
second_part = g * harmonic[2] / (2 * k)

# Long-time phase: corrected series against an uncorrected cosine.
slip_cycles = 0.5 / abs(relative_formula)
omega_formula = np.sqrt(k) * (1 + relative_formula)
c0, c2 = -g * A**2 / (2 * k), g * A**2 / (6 * k)
c3 = A**3 * (g**2 / (48 * k**2) + h / (32 * k))
t_end = slip_cycles * 2 * np.pi / np.sqrt(k)
times = np.linspace(t_end - 2 * np.pi / np.sqrt(k), t_end, 200)
motion = solve_ivp(lambda t, s: [s[1], -k*s[0] - g*s[0]**2 - h*s[0]**3],
                   (0, t_end), [c0 + A + c2 + c3, 0], method="DOP853",
                   t_eval=times, rtol=1e-10, atol=1e-12).y[0]
phase = omega_formula * times
corrected = c0 + A*np.cos(phase) + c2*np.cos(2*phase) + c3*np.cos(3*phase)
error_corrected = np.max(np.abs(motion - corrected))
error_plain = np.max(np.abs(motion - A * np.cos(np.sqrt(k) * times)))
assert error_corrected < 0.3 * error_plain

# Quantum levels by diagonalization; q = hbar/(m omega0) is a squared length.
mass = mass_u * const.atomic_mass
omega_SI = np.sqrt(k * const.e / const.angstrom**2 / mass)
quantum_eV = const.hbar * omega_SI / const.e
q = const.hbar / (mass * omega_SI) / const.angstrom**2


def first_spacing_shift(q_value, size=50):
    ladder = np.diag(np.sqrt(np.arange(1, size)), 1)
    xi = (ladder + ladder.T) / np.sqrt(2)
    xi2 = xi @ xi
    H = (np.diag(np.arange(size) + 0.5)
         + g / (3*k) * np.sqrt(q_value) * xi2 @ xi
         + h / (4*k) * q_value * xi2 @ xi2)
    levels = np.linalg.eigvalsh(H)
    return levels[1] - levels[0] - 1


q_small = q / 10
assert abs(first_spacing_shift(q_small)
           / (2 * q_small * shift_coefficient(k, g, h)) - 1) < 0.02
quantum_shift = first_spacing_shift(q)
quantum_formula = 2 * q * shift_coefficient(k, g, h)

# Classical thermal mean of frequency over phase space.
nodes, weights = np.polynomial.laguerre.laggauss(16)
kB_eV = const.k / const.e


def thermal_shift(T):
    inverse = np.array([np.sqrt(k) / orbit(V, kB_eV*T*u)[0] for u in nodes])
    return weights.sum() / np.dot(weights, inverse) - 1


def thermal_formula(T):
    return shift_coefficient(k, g, h) * 2 * kB_eV * T / k


assert abs(thermal_shift(40.0) / thermal_formula(40.0) - 1) < 0.05
thermal_exact = thermal_shift(temperature)
y = quantum_eV / (2 * kB_eV * temperature)
quantum_amplitude_ratio = y / np.tanh(y)


# Two coupled modes with V = w1^2 x^2/2 + w2^2 y^2/2 + c x^2 y, w1 = c = 1.
def coupled_formula(w2):
    return -0.5 * (1 / w2**2 + 1 / (2 * (w2**2 - 4)))


def coupled_orbit(w2, x0=0.05):
    def motion_law(t, s):
        x, y_mode, vx, vy = s
        return [vx, vy, -x - 2*x*y_mode, -w2**2*y_mode - x**2]

    def crossing(t, s):
        return s[0]
    crossing.terminal, crossing.direction = True, -1

    def quarter(y0):
        run = solve_ivp(motion_law, (0, 3), [x0, y0, 0, 0], method="DOP853",
                        events=crossing, rtol=1e-12, atol=1e-14)
        return run.t_events[0][0], run.y_events[0][0][3]
    start = -x0**2 / 2 * (1 / w2**2 + 1 / (w2**2 - 4))
    y0 = newton(lambda v: quarter(v)[1], start, x1=1.1*start, tol=1e-12)
    return (np.pi / (2 * quarter(y0)[0]) - 1) / x0**2


coupled = {w2: coupled_orbit(w2) for w2 in (1.8, 2.5)}
for w2, value in coupled.items():
    assert abs(value / coupled_formula(w2) - 1) < 0.03
assert coupled[1.8] > 0 > coupled[2.5]

# Rough copper-like Morse bonds: four in-plane and four lower neighbours.
mp.mp.dps = 40
depth, inverse_width, bond = mp.mpf("0.35"), mp.mpf("1.4"), mp.mpf("2.6")


def surface_energy(height):
    side = bond / mp.sqrt(2)
    lengths = (mp.sqrt(side**2 + (side + height)**2),
               mp.sqrt(bond**2 + height**2))
    return sum(4 * depth * (1 - mp.exp(-inverse_width*(r - bond)))**2
               for r in lengths)


taylor = np.array([float(v) for v in mp.taylor(surface_energy, 0, 8)])
taylor[:2] = 0
bond_k, bond_g, bond_h = 2*taylor[2], 3*taylor[3], 4*taylor[4]
bond_exact = exact_shift(taylor[::-1], A)
bond_formula = shift_coefficient(bond_k, bond_g, bond_h) * A**2

# Moving neighbours: harmonic modes of a free fcc cluster with a (100) face.
sites = np.array([(i, j, l) for i in range(-3, 4) for j in range(-3, 4)
                  for l in range(-3, 1) if (i + j + l) % 2 == 0])
D = np.zeros((3*len(sites), 3*len(sites)))
for i in range(len(sites)):
    for j in range(i):
        d = sites[i] - sites[j]
        if d @ d == 2:
            block = np.outer(d, d) / 2
            si, sj = slice(3*i, 3*i + 3), slice(3*j, 3*j + 3)
            D[si, si] += block
            D[sj, sj] += block
            D[si, sj] -= block
            D[sj, si] -= block
top = 3 * int(np.where((sites == 0).all(axis=1))[0][0]) + 2
squares, modes = np.linalg.eigh(D)
share = modes[top]**2
mean_square = share @ squares
square_spread = np.sqrt(share @ (squares - mean_square)**2) / mean_square
assert abs(square_spread - np.sqrt(0.5)) < 1e-8
frequencies = np.sqrt(np.clip(squares, 0, None))
mean_frequency = share @ frequencies
frequency_spread = (np.sqrt(share @ (frequencies - mean_frequency)**2)
                    / np.sqrt(mean_square))

THz = omega_SI / (2 * np.pi) / 1e12
print(f"mass: {mass_u:.0f} u")
print(f"k: {k:.1f} eV/A^2")
print(f"g: {g:.1f} eV/A^3")
print(f"h: {h:.1f} eV/A^4")
print(f"fundamental amplitude A: {A:.2f} A")
print(f"temperature: {temperature:.0f} K")
print(f"harmonic quantum: {1e3*quantum_eV:.3f} meV")
print(f"harmonic frequency: {THz:.3f} THz")
print(f"cubic coefficient: {shift_coefficient(k, g, 0):.4f} A^-2")
print(f"quartic coefficient: {shift_coefficient(k, 0, h):.4f} A^-2")
print(f"total coefficient: {shift_coefficient(k, g, h):.4f} A^-2")
print(f"cubic shift: {100*shift_coefficient(k, g, 0)*A**2:.4f} %")
print(f"quartic shift: {100*shift_coefficient(k, 0, h)*A**2:.4f} %")
print(f"total shift, formula: {100*relative_formula:.4f} %")
print(f"total shift, exact orbit: {100*relative_exact:.4f} %")
print(f"shift of quantum, formula: {1e3*quantum_eV*relative_formula:.4f} meV")
print(f"shift of frequency, formula: {THz*relative_formula:.4f} THz")
print(f"mean displacement, formula: {c0:.5f} A")
print(f"mean displacement, exact: {harmonic[0]:.5f} A")
print(f"second harmonic, formula: {c2:.5f} A")
print(f"second harmonic, exact: {harmonic[2]:.5f} A")
print(f"shift via mean displacement, exact orbit: {100*static_part:.4f} %")
print(f"shift via second harmonic, exact orbit: {100*second_part:.4f} %")
print(f"h for cancellation: {h_cancel:.3f} eV/A^4")
print(f"h for single stationary point, above: {g**2/(4*k):.3f} eV/A^4")
print(f"cycles to half-cycle slip: {slip_cycles:.1f}")
print(f"late error, corrected series: {error_corrected:.4f} A")
print(f"late error, plain cosine: {error_plain:.4f} A")
print(f"hbar/(m omega0): {q:.5f} A^2")
print(f"first level spacing shift, formula: {100*quantum_formula:.4f} %")
print(f"first level spacing shift, diagonalized: {100*quantum_shift:.4f} %")
print(f"thermal energy kT: {1e3*kB_eV*temperature:.2f} meV")
print(f"thermal rms A, harmonic: {np.sqrt(2*kB_eV*temperature/k):.4f} A")
print(f"thermal mean shift, formula: {100*thermal_formula(temperature):.4f} %")
print(f"thermal mean shift, exact classical: {100*thermal_exact:.4f} %")
print(f"quantum/classical mean A^2: {quantum_amplitude_ratio:.4f}")
for w2, value in coupled.items():
    print(f"coupled w2/w1={w2}, shift/A^2, orbit: {value:.4f} (model units)")
    print(f"coupled w2/w1={w2}, shift/A^2, formula: "
          f"{coupled_formula(w2):.4f} (model units)")
print(f"positive coupled shift: {np.sqrt(8/3):.4f} < w2/w1 < 2")
print(f"rough bond depth: {float(depth):.2f} eV")
print(f"rough bond inverse width: {float(inverse_width):.1f} A^-1")
print(f"rough bond length: {float(bond):.1f} A")
print(f"bond-model k: {bond_k:.3f} eV/A^2")
print(f"bond-model g: {bond_g:.3f} eV/A^3")
print(f"bond-model h: {bond_h:.3f} eV/A^4")
print(f"bond-model shift, formula: {100*bond_formula:.4f} %")
print(f"bond-model shift, 8th-order potential: {100*bond_exact:.4f} %")
print(f"cluster atoms: {len(sites)}")
print(f"moving neighbours, rms spread of omega^2: {100*square_spread:.1f} %")
print(f"moving neighbours, rms spread of omega: {100*frequency_spread:.1f} %")
print("verified")
```

Printed output:

```
mass: 64 u
k: 3.0 eV/A^2
g: -3.0 eV/A^3
h: 1.0 eV/A^4
fundamental amplitude A: 0.15 A
temperature: 400 K
harmonic quantum: 13.998 meV
harmonic frequency: 3.385 THz
cubic coefficient: -0.4167 A^-2
quartic coefficient: 0.1250 A^-2
total coefficient: -0.2917 A^-2
cubic shift: -0.9375 %
quartic shift: 0.2812 %
total shift, formula: -0.6562 %
total shift, exact orbit: -0.6556 %
shift of quantum, formula: -0.0919 meV
shift of frequency, formula: -0.0222 THz
mean displacement, formula: 0.01125 A
mean displacement, exact: 0.01128 A
second harmonic, formula: -0.00375 A
second harmonic, exact: -0.00376 A
shift via mean displacement, exact orbit: -1.1278 %
shift via second harmonic, exact orbit: 0.1882 %
h for cancellation: 3.333 eV/A^4
h for single stationary point, above: 0.750 eV/A^4
cycles to half-cycle slip: 76.2
late error, corrected series: 0.0006 A
late error, plain cosine: 0.3076 A
hbar/(m omega0): 0.00467 A^2
first level spacing shift, formula: -0.2722 %
first level spacing shift, diagonalized: -0.2725 %
thermal energy kT: 34.47 meV
thermal rms A, harmonic: 0.1516 A
thermal mean shift, formula: -0.6702 %
thermal mean shift, exact classical: -0.6838 %
quantum/classical mean A^2: 1.0137
coupled w2/w1=1.8, shift/A^2, orbit: 0.1732 (model units)
coupled w2/w1=1.8, shift/A^2, formula: 0.1746 (model units)
coupled w2/w1=2.5, shift/A^2, orbit: -0.1910 (model units)
coupled w2/w1=2.5, shift/A^2, formula: -0.1911 (model units)
positive coupled shift: 1.6330 < w2/w1 < 2
rough bond depth: 0.35 eV
rough bond inverse width: 1.4 A^-1
rough bond length: 2.6 A
bond-model k: 2.744 eV/A^2
bond-model g: -2.955 eV/A^3
bond-model h: 1.022 eV/A^4
bond-model shift, formula: -0.7730 %
bond-model shift, 8th-order potential: -0.7633 %
cluster atoms: 98
moving neighbours, rms spread of omega^2: 70.7 %
moving neighbours, rms spread of omega: 32.1 %
verified
```
